# Mulliken charges have no basis-set limit fixed by the density

Suppose a calculation has given an atomic charge, and the next larger basis gives a different one. Should computer time be spent on still larger bases until the charge settles? For an energy or a dipole moment, that is a sensible way to remove basis-set error. For a Mulliken charge there is no value, fixed by the electron density, towards which the effort could lead. A molecule whose charges are known from symmetry shows why.

## What is being counted

Let $\chi_\mu$ be real, normalised, linearly independent basis functions with overlaps $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. Let $P$ be the density matrix summed over spin, so that the density is $\rho=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu\chi_\nu$. Integrating it gives the number of electrons,

$$N=\sum_{\mu\nu}P_{\mu\nu}S_{\nu\mu}=\sum_\mu q_\mu,\qquad q_\mu=(PS)_{\mu\mu}.$$

The number $q_\mu$ is the gross orbital population. It contains $P_{\mu\mu}$ and half of every overlap term $2P_{\mu\nu}S_{\mu\nu}$ that $\chi_\mu$ shares with another function. The equal split is a convention. The Mulliken population $N_A$ is the sum of $q_\mu$ over the functions centred on atom $A$, and the charge of the atom is $Z_A-N_A$ in units of $e$.

For one electron in a normalised real orbital $\psi=\sum_\mu c_\mu\chi_\mu$ we have $P_{\mu\nu}=c_\mu c_\nu$. Let $\psi_A=\sum_{\mu\in A}c_\mu\chi_\mu$ be the part of the expansion written with functions on $A$. Then

$$N_A=\sum_{\mu\in A}c_\mu\sum_\nu S_{\mu\nu}c_\nu=\langle\psi_A|\psi\rangle. \tag{1}$$

The label "on $A$" refers to where a basis function is centred, not to where the electron is.

## The counter-example: H₂⁺ described from one end

Place two protons $A$ and $B$ at $z=0$ and $z=2$ bohr. In Rydberg atomic units, with fixed nuclei and no relativity, the Hamiltonian is

$$H=-\nabla^2-\frac{2}{r_A}-\frac{2}{r_B}+\frac{2}{R},\qquad R=2\ \text{bohr}.$$

The ground state is symmetric between the protons. A sensible charge is therefore $+0.5\,e$ on each, and the mean electron position is $z=1$ bohr. A symmetric two-centre Gaussian basis gives $-1.2052$ Ry and $N_A=0.5000$. This energy is the reference below. Being variational, it is an upper bound to the true ground-state energy.

Now remove every function from $B$ and keep Gaussians on $A$ with angular momentum up to $L$. This is a legitimate basis. Any function of position can be expanded in spherical harmonics about $A$, including one with a peak at $B$. If the radial functions also become complete for each angular momentum, in a sense that covers the kinetic energy, the variational energy tends to the true one. The calculation uses a fixed radial list and raises $L$:

| $L$ | energy error (Ry) | mean $z$ (bohr) | $N_A$ |
|---|---|---|---|
| 0 | 0.249 | 0.000 | 1 |
| 2 | 0.096 | 0.702 | 1 |
| 4 | 0.042 | 0.884 | 1 |
| 8 | 0.013 | 0.967 | 1 |

With $L=0$ the orbital is spherical about $A$, so its mean position is $A$ itself. As $L$ rises, the electron moves towards the midpoint. At $L=8$ it is still 0.033 bohr short. This is an error of the finite basis, which is limited both in $L$ and in its radial functions. With the radial functions converged, $L=8$ would leave an energy error of 0.011 Ry and a shortfall of 0.027 bohr. As a rough check, a straight line through the results for $L=6$ (error 0.02137 Ry, position 0.9451 bohr) and $L=8$ (0.01326 Ry, 0.9674 bohr), extended to zero energy error, gives 1.004 bohr. The linear form is an empirical choice, not a derived law; that the orbital converges as the energy error vanishes is proved below.

The Mulliken population does not notice this movement. All of $\psi$ is written on $A$, so $\psi_A=\psi$ and equation (1) gives $N_A=\langle\psi|\psi\rangle=1$ for every $L$. The charges are $0$ on $A$ and $+1\,e$ on $B$, while the density approaches one shared equally by the two protons. Putting the functions on $B$ instead reverses the charges and approaches the same density.

## Nearly one orbital, any charge

The two one-centre orbitals can also be mixed. Let $\phi_A$ and $\phi_B$ be the normalised $L=8$ orbitals expanded on $A$ alone and on $B$ alone, with signs chosen so that $o=\langle\phi_A|\phi_B\rangle$ is positive. For a real number $t$ define

$$\psi_t=t\,\phi_A+(1-t)\,\phi_B .$$

Its squared norm is

$$D=t^2+(1-t)^2+2t(1-t)o .$$

Put $o=1-\delta$. Since $t^2+(1-t)^2+2t(1-t)=1$, this becomes $D=1-2t(1-t)\delta$. The part written on $A$ is $t\phi_A$. Equation (1), divided by the squared norm, gives

$$N_A=\frac{t\,[\,t+(1-t)o\,]}{D}=\frac{t\,[\,1-(1-t)\delta\,]}{1-2t(1-t)\delta}. \tag{2}$$

Subtracting $t$ shows how close this is to $t$:

$$N_A-t=\frac{t\,[-(1-t)\delta+2t(1-t)\delta]}{D}=\frac{t(1-t)(2t-1)\,\delta}{D}.$$

As both expansions approach the same orbital, $\delta\to0$ and $N_A\to t$. The number $t$ was ours to choose.

In the calculation $o=0.998963$. For $t=1.5$ the numerator of (2) is $1.5\,(1.5-0.5\times0.998963)=1.50078$, and the denominator is $2.5-1.5\times0.998963=1.00156$. Hence $N_A=1.498$: one electron has a population of about one and a half on $A$ and minus one half on $B$. The last column below is the squared overlap with the two-centre reference orbital.

| $t$ | $N_A$ | energy (Ry) | squared overlap |
|---|---|---|---|
| −0.5 | −0.498 | −1.172 | 0.9977 |
| 0 | 0.000 | −1.192 | 0.9992 |
| 0.5 | 0.500 | −1.199 | 0.9997 |
| 1 | 1.000 | −1.192 | 0.9992 |
| 1.5 | 1.498 | −1.172 | 0.9977 |

The energies differ because the one-centre expansions are still incomplete. The differences must vanish with that incompleteness. Let $E_0$ be the true ground-state energy, $K=H-E_0$, and $\varepsilon=\langle\phi_A|K|\phi_A\rangle=\langle\phi_B|K|\phi_B\rangle$ the common one-centre error. No state has a negative expectation value of $K$, so the Cauchy–Schwarz inequality applies and $|\langle\phi_A|K|\phi_B\rangle|\le\varepsilon$. Therefore

$$\frac{\langle\psi_t|K|\psi_t\rangle}{D}\le\frac{[\,t^2+(1-t)^2+2|t(1-t)|\,]\,\varepsilon}{D}=\frac{(|t|+|1-t|)^2\,\varepsilon}{D}.$$

At fixed $t$ the right side goes to zero with $\varepsilon$. For $t=1.5$, using the error of 0.0133 Ry relative to the reference, it is about 0.053 Ry; the energy found lies 0.033 Ry above the reference.

The orbital converges too. The ground state $\phi_0$ is separated from the next level by a gap $\Delta>0$, and the part of a normalised orbital orthogonal to $\phi_0$ costs at least $\Delta$ per unit of squared norm. Hence $1-\langle\phi_0|\phi_A\rangle^2\le\varepsilon/\Delta$, and the same holds for $\phi_B$ and for the normalised mixture with its own error.

These mixtures are trial orbitals, not the variational minimum in the combined basis. While that basis is linearly independent, its minimum has unique coefficients, and in a symmetric basis it gives one half per atom. If the basis becomes exactly dependent, even this uniqueness is lost. Suppose the dependence links the two atoms, so that some nonzero function $f$ can be written both on $A$ alone and on $B$ alone. Adding $\kappa f$ in its $A$ form and subtracting it in its $B$ form leaves $\psi$ unchanged, but by (1) it changes $N_A$ by $\kappa\langle f|\psi\rangle$. Unless that overlap vanishes, any population can be produced.

This also settles what a complete set on one atom does. It takes every electron if the other atoms carry no functions. If they do carry functions, each of these can also be approximated as closely as we like with functions on the one atom. Exchanging a multiple of one form for the other then changes $\psi$ as little as we like, but it shifts the populations by a finite amount if the function overlaps $\psi$. Since the multiple is free, the populations become arbitrary. A particular sequence of finite, independent bases still gives definite populations at each step, but any value they approach belongs to that sequence and is not fixed by the density.

## Populations below zero and above two

The same freedom exists among functions on one atom. For a doubly occupied orbital, $P_{\mu\nu}=2c_\mu c_\nu$ and

$$q_\mu=2c_\mu\langle\chi_\mu|\phi\rangle .$$

In an orthonormal basis the two factors $c_\mu$ and $\langle\chi_\mu|\phi\rangle$ are equal, and $q_\mu$ is twice a square. In an overlapping basis they differ and may have opposite signs.

Take helium in restricted Hartree–Fock with three s Gaussians of exponents 0.6, 0.8 and 1.0 bohr⁻². The coefficients are $-4.483$, $8.430$ and $-5.036$: large numbers that nearly cancel. The populations are

$$8.792-16.416+9.624=2.000 .$$

For the middle function, $\langle\chi|\phi\rangle=-16.416/(2\times8.430)=-0.974$, opposite in sign to its coefficient. No region of space holds minus sixteen electrons; the density is twice a square everywhere.

With exponents 0.3, 1.2 and 6.0 bohr⁻² the populations are 0.927, 0.863 and 0.209. This basis also gives a lower energy, $-5.629$ Ry against $-5.205$ Ry, so the two sets do not describe equally good densities. They differ in conditioning as well: the ratio of largest to smallest eigenvalue of $S$ is 12.8 for the spaced set and about 9500 for the close one.

## The general statement

1. For any number of electrons, the populations $q_\mu$ add up to $N$, and each obeys

$$1-g_\mu\le q_\mu\le1+g_\mu,\qquad g_\mu=\sqrt{(S^{-1})_{\mu\mu}}. \tag{3}$$

2. In a molecule with more than one atom, convergence of the energy and density to their complete-basis limits does not determine a limit for the Mulliken charges.

**Proof of the interval.** Define the dual function $\tilde\chi_\mu=\sum_\nu(S^{-1})_{\mu\nu}\chi_\nu$. Then

$$\langle\tilde\chi_\mu|\chi_\lambda\rangle=\sum_\nu(S^{-1})_{\mu\nu}S_{\nu\lambda}=\delta_{\mu\lambda},\qquad \langle\tilde\chi_\mu|\tilde\chi_\mu\rangle=\sum_\nu(S^{-1})_{\mu\nu}\langle\chi_\nu|\tilde\chi_\mu\rangle=(S^{-1})_{\mu\mu}=g_\mu^2 .$$

The first relation shows that $\langle\tilde\chi_\mu|\phi\rangle$ is the coefficient of $\chi_\mu$ in $\phi$. Write the density matrix in its orthonormal natural orbitals $\phi_i$, with occupations $0\le n_i\le2$ as the Pauli principle requires. Then

$$q_\mu=\sum_i n_i\langle\phi_i|\tilde\chi_\mu\rangle\langle\chi_\mu|\phi_i\rangle=\sum_i n_i\langle\phi_i|M|\phi_i\rangle,\qquad M=\tfrac12\big(|\chi_\mu\rangle\langle\tilde\chi_\mu|+|\tilde\chi_\mu\rangle\langle\chi_\mu|\big).$$

The symmetric form is allowed because all functions are real.

To find the eigenvalues of $M$, drop the index $\mu$ and set $u=\chi$ and $v=\tilde\chi/g$. Both have unit norm, and $\langle u|v\rangle=1/g$, so $g\ge1$. Now $M=\tfrac g2(|u\rangle\langle v|+|v\rangle\langle u|)$, and

$$M(u+v)=\tfrac g2\Big(\tfrac1g+1\Big)(u+v),\qquad M(u-v)=\tfrac g2\Big(\tfrac1g-1\Big)(u-v).$$

The eigenvalues are $\lambda_\pm=(1\pm g)/2$, and $M$ gives zero on everything orthogonal to $u$ and $v$. If $g=1$, then $u=v$ and the eigenvalues are 1 and 0, in agreement with the same formula.

Let $e_\pm$ be the normalised eigenvectors and $n(e)=\sum_i n_i\langle e|\phi_i\rangle^2$ the occupation of an orbital $e$. Since the $\phi_i$ are orthonormal and $n_i\le2$, $n(e)$ lies between 0 and 2. Thus

$$q_\mu=\lambda_+n(e_+)+\lambda_-n(e_-),\qquad \lambda_+>0,\quad\lambda_-\le0 .$$

The largest possible value is $2\lambda_+=1+g$ and the smallest is $2\lambda_-=1-g$, which is (3). Two electrons placed in $e_+$ or $e_-$ reach these ends.

**Proof that no limit is fixed.** Take one sequence of bases with functions on $A$ alone and another with functions on $B$ alone, both becoming complete in the sense used above. Both approach the same ground-state energy and, for a non-degenerate ground state, the same density. The sum rule gives $N_A=N$ throughout the first sequence and $N_A=0$ throughout the second. A limit determined by the density would have to equal both numbers, which is impossible for $N>0$.

The interval has a geometrical meaning. The dual function is orthogonal to every basis function except $\chi_\mu$. The part of $\chi_\mu$ that the others cannot reproduce is therefore a multiple $a\tilde\chi_\mu$. Its overlap with $\tilde\chi_\mu$ must be 1, so $a=1/g_\mu^2$ and its squared norm is $1/g_\mu^2$. For two functions with overlap $s$ this squared norm is $1-s^2$, and the limits are $1\pm1/\sqrt{1-s^2}$. At $s=0$ they are 0 and 2. At $s=0.9$ they are $-1.294$ and $3.294$. As $s\to1$ they diverge.

A wide interval permits strange populations but does not predict them. The well-spaced helium set allows its first function anything from $-0.523$ to $2.523$ electrons, and the actual value is unremarkable.

## What this means for an ordinary molecule

Hydrogen fluoride at 1.75 bohr, in restricted Hartree–Fock and hence without electron correlation, gives H charges of 0.248, 0.352 and 0.375 $e$ in cc-pVDZ, cc-pVTZ and cc-pVQZ with spherical functions (Cartesian cc-pVTZ gives 0.330 $e$ instead of 0.352 $e$). Seen alone, this series might seem to be settling. Now keep triple-zeta quality and change which atom receives the diffuse functions of aug-cc-pVTZ:

| diffuse functions on | energy (Ry) | dipole ($e$ bohr) | H charge ($e$) |
|---|---|---|---|
| neither | −200.115 | 0.771 | 0.352 |
| F | −200.121 | 0.768 | 0.362 |
| H | −200.120 | 0.747 | 0.250 |
| both | −200.121 | 0.764 | 0.381 |

The second and third rows differ by 0.001 Ry in energy, but their charges are 0.362 and 0.250 $e$. Over the four rows the dipole moment varies by 3.1 % of its mean and the charge by 39 % of its mean. The dipole is not fully converged either, but it has a limit to converge to.

With the contractions used here, violations of the range 0 to 2 are small: the largest population is 2.001, in cc-pVDZ, and the most negative is $-0.023$, in cc-pVQZ. These orbital values depend on how the functions on each atom are combined. If the contracted functions are replaced by atomic Hartree–Fock orbitals within the same span, the density and the atomic charges stay the same, but the most negative population lies between $-0.24$ and $-0.34$. Populations that look reasonable are therefore no evidence that the atomic charge is independent of the basis.

If a basis-set limit is needed, the charge needs a definition that does not depend on where the basis functions happen to be centred. One way is to define it from the density. Let $N_A^w=\int w_A(\mathbf r)\rho(\mathbf r)\,d^3r$ with a fixed weight $0\le w_A\le1$, as in the Hirshfeld scheme with fixed reference atoms. For two densities,

$$|N_A^w[\rho_1]-N_A^w[\rho_2]|\le\int w_A|\rho_1-\rho_2|\,d^3r\le\int|\rho_1-\rho_2|\,d^3r ,$$

so this population converges when the density does in this integrated sense. Its value still depends on the chosen weight. A Mulliken charge is defined only together with its basis, so the basis should be named beside the charge. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Two functions, overlap 0.9: q1 from -1.2942 to 3.2942 electrons
He close: energy -5.20500 Ry, overlap condition number 9501.2
  exponent 0.6 bohr^-2: c -4.4829, q 8.7917, limits -19.582 to 21.582 electrons
  exponent 0.8 bohr^-2: c 8.4299, q -16.4162, limits -45.014 to 47.014 electrons
  exponent 1.0 bohr^-2: c -5.0362, q 9.6245, limits -25.436 to 27.436 electrons
He spaced: energy -5.62917 Ry, overlap condition number 12.8
  exponent 0.3 bohr^-2: c 0.5183, q 0.9272, limits -0.523 to 2.523 electrons
  exponent 1.2 bohr^-2: c 0.4591, q 0.8634, limits -0.911 to 2.911 electrons
  exponent 6.0 bohr^-2: c 0.1714, q 0.2094, limits -0.390 to 2.390 electrons
H2+ distance 2.0 bohr; two-centre reference L=2: E -1.20524 Ry, N_A 0.5000
  A only, L=0: E -0.95643 Ry, error 0.24881 Ry, mean z 0.0000 bohr, N_A 1.0000
  A only, L=2: E -1.10932 Ry, error 0.09592 Ry, mean z 0.7016 bohr, N_A 1.0000
  A only, L=4: E -1.16310 Ry, error 0.04214 Ry, mean z 0.8837 bohr, N_A 1.0000
  A only, L=6: E -1.18387 Ry, error 0.02137 Ry, mean z 0.9451 bohr, N_A 1.0000
  A only, L=8: E -1.19198 Ry, error 0.01326 Ry, mean z 0.9674 bohr, N_A 1.0000
  mean z extrapolated to zero energy error: 1.0038 bohr
H2+ overlap of A-only and B-only orbitals: 0.998963
  t=-0.5: N_A -0.4984, charge A 1.4984 e, E -1.17192 Ry, squared overlap 0.997655
  t=0.0: N_A 0.0000, charge A 1.0000 e, E -1.19198 Ry, squared overlap 0.999207
  t=0.5: N_A 0.5000, charge A 0.5000 e, E -1.19868 Ry, squared overlap 0.999726
  t=1.0: N_A 1.0000, charge A 0.0000 e, E -1.19198 Ry, squared overlap 0.999207
  t=1.5: N_A 1.4984, charge A -0.4984 e, E -1.17192 Ry, squared overlap 0.997655
Hydrogen fluoride, RHF, bond 1.75 bohr (basis on F / basis on H)
  cc-pVDZ / cc-pVDZ: 19 functions, E -200.0380 Ry
    dipole 0.7742 e bohr, H charge 0.2480 e, q min 0.0000, max 2.0013
  cc-pVTZ / cc-pVTZ: 44 functions, E -200.1150 Ry
    dipole 0.7706 e bohr, H charge 0.3520 e, q min -0.0000, max 1.9501
  cc-pVQZ / cc-pVQZ: 85 functions, E -200.1343 Ry
    dipole 0.7677 e bohr, H charge 0.3750 e, q min -0.0235, max 1.9842
  aug-cc-pVTZ / cc-pVTZ: 60 functions, E -200.1209 Ry
    dipole 0.7681 e bohr, H charge 0.3623 e, q min -0.0008, max 1.9494
  cc-pVTZ / aug-cc-pVTZ: 53 functions, E -200.1199 Ry
    dipole 0.7470 e bohr, H charge 0.2497 e, q min -0.0000, max 1.9494
  aug-cc-pVTZ / aug-cc-pVTZ: 69 functions, E -200.1212 Ry
    dipole 0.7645 e bohr, H charge 0.3805 e, q min -0.0097, max 1.9490
Four triple-zeta choices, spreads: E 0.0062 Ry, dipole 0.0236 e bohr, H charge 0.1309 e
Relative spreads: dipole 3.10 %, H charge 38.9 %
```
